# Phonon Relaxation of an Easy-Axis Spin-One Magnet Without Tunneling

## Problem

A magnetic memory element consists of one spin $S=1$ with the Hamiltonian

$$H=-D S_z^2,\qquad D>0,$$

with $S_z$ in units of $\hbar$. The states $|+\rangle$ and $|-\rangle$, with $m=\pm1$, store the bit. They are degenerate at energy $-D$. The state $|0\rangle$ lies at energy $0$, so the barrier is $D$. There is no magnetic field, and no term in $H$ connects $|+\rangle$ with $|-\rangle$.

The spin sits in an elastic solid with mass density $\rho$ and transverse sound speed $v$. The phonons stay in equilibrium at temperature $T$. A local rotation of the lattice tilts the easy axis, and this is the only spin–phonon coupling. It is weak and is treated to first order in the displacement.

1. Find the allowed one-phonon transitions and their rates.
2. Show that the populations $p_+,p_0,p_-$ obey a closed master equation, and solve it for any initial populations.
3. Find the relaxation rate of $M=p_+-p_-$ and compare it with the thermal excitation rate out of one ground state. Reconcile the answer with the fact that some excited spins fall back to where they started.
4. Determine what a small tunneling term and a longitudinal field do to the result.
5. Evaluate the rates for $D/k_B=10$ K, $\rho=1.5$ g/cm³, $v=1.5$ km/s and $T=2$ K, and estimate the neglected processes.

## Solution

### 1. Transitions and rates

Let the lattice at the spin rotate by a small angle vector $\boldsymbol\varphi$. The easy axis becomes $\mathbf n=\hat z+\boldsymbol\varphi\times\hat z=(\varphi_y,-\varphi_x,1)$ to first order. Expanding $-D(\mathbf n\cdot\mathbf S)^2$ gives the coupling

$$V=-D\left(\varphi_y A_x-\varphi_x A_y\right),\qquad A_a=S_aS_z+S_zS_a .$$

Because $S_z$ is diagonal, $\langle m'|A_a|m\rangle=(m+m')\langle m'|S_a|m\rangle$. Between $|+\rangle$ and $|-\rangle$ the factor $m+m'$ vanishes, so there is no direct transition. Between $|0\rangle$ and the ground states,

$$\langle0|A_x|\pm\rangle=\pm\frac1{\sqrt2},\qquad \langle0|A_y|\pm\rangle=\frac{i}{\sqrt2}.$$

For a linearly polarized mode with rotation amplitude $\boldsymbol\varphi$, both ground states therefore have

$$|\langle0|V|\pm\rangle|^2=\frac{D^2}{2}\left(\varphi_x^2+\varphi_y^2\right).$$

A phonon of wavevector $\mathbf k$ and frequency $\omega=vk$ in a volume $\mathcal V$ has displacement amplitude $(\hbar/2\rho\mathcal V\omega)^{1/2}$ along its polarization $\mathbf e$. The rotation is half the curl of the displacement, so its amplitude is $\tfrac12\mathbf k\times\mathbf e$ times this number. Longitudinal modes drop out. For the two transverse modes, the unit vectors $\hat k\times\mathbf e$ span the plane normal to $\hat k$. The sum of their squared $x$ and $y$ components is $2-\hat k_x^2-\hat k_y^2$, with directional average $2-\tfrac23=\tfrac43$. Hence

$$\Big\langle\sum_{\rm pol}(\varphi_x^2+\varphi_y^2)\Big\rangle=\frac{k^2}{4}\cdot\frac43\cdot\frac{\hbar}{2\rho\mathcal V\omega}=\frac{k^2}{3}\,\frac{\hbar}{2\rho\mathcal V\omega}.$$

Let $\gamma_0$ be the spontaneous rate from $|0\rangle$ into one chosen ground state. The golden rule gives

$$\gamma_0=\frac{2\pi}{\hbar}\int\frac{\mathcal V k^2dk}{2\pi^2}\,\frac{D^2}{2}\,\frac{k^2}{3}\,\frac{\hbar}{2\rho\mathcal V\omega}\,\delta(\hbar\omega-D).$$

With $k=\omega/v$ the integrand is proportional to $\omega^3/v^5$, and the delta function supplies $1/\hbar$ and sets $\omega=\Delta\equiv D/\hbar$:

$$\gamma_0=\frac{D^2\Delta^3}{12\pi\hbar\rho v^5}=\frac{D^5}{12\pi\hbar^4\rho v^5}.$$

In a thermal bath, absorption is multiplied by the phonon occupation $n$ and emission by $n+1$. The rate $u$ out of either ground state and the rate $d$ from $|0\rangle$ into each ground state are

$$u=\gamma_0n,\qquad d=\gamma_0(n+1),\qquad n=\frac1{e^{D/k_BT}-1}.$$

Their ratio is $u/d=n/(n+1)=e^{-D/k_BT}$, as detailed balance requires.

### 2. Closed equation for the populations

Since $|+\rangle$ and $|-\rangle$ are degenerate, a decay from $|0\rangle$ could leave the spin in a superposition of them. One must check that such coherence does not enter the populations.

The fluctuations of $\varphi_x$ and $\varphi_y$ have equal strength and, after averaging over directions, no cross-correlation. The $A_x$ and $A_y$ channels therefore add as independent processes. From the matrix elements above, they take $|0\rangle$ to

$$\frac{|+\rangle-|-\rangle}{\sqrt2}\qquad\text{and}\qquad -i\,\frac{|+\rangle+|-\rangle}{\sqrt2}.$$

In the basis $(|+\rangle,|-\rangle)$ the sum of the two projectors is

$$\frac12\begin{pmatrix}1&-1\\-1&1\end{pmatrix}+\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix}=\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

Decay feeds both populations equally and creates no coherence. The same sum governs loss from the ground doublet, which is therefore $u$ times the identity. A coherence $c=\langle+|\sigma|-\rangle$ of the density matrix $\sigma$ obeys $\dot c=-uc$ and does not act on the populations. Coherences between $|0\rangle$ and the doublet oscillate at $\Delta$, fast compared with the rates, and are dropped in the usual secular approximation. Phonon-induced energy shifts respect the axial symmetry and do not couple $|+\rangle$ to $|-\rangle$.

Counting gains and losses,

$$\dot p_+=-up_++dp_0,\qquad \dot p_-=-up_-+dp_0,$$
$$\dot p_0=u(p_++p_-)-2dp_0 .$$

The factor 2 appears because $|0\rangle$ can decay into two states, each at rate $d$. The three right-hand sides add to zero, so $p_++p_0+p_-=1$ is preserved.

Subtracting the second equation from the first cancels the return flow $dp_0$:

$$\dot M=-u(p_+-p_-)=-uM .$$

For the remaining unknown, insert $p_++p_-=1-p_0$:

$$\dot p_0=u-(u+2d)p_0 .$$

Setting the derivative to zero gives $p_0^{\rm eq}=u/(u+2d)$, and the deviation from it decays at rate $u+2d$. Therefore

$$M(t)=M(0)e^{-ut},$$
$$p_0(t)=p_0^{\rm eq}+\left[p_0(0)-p_0^{\rm eq}\right]e^{-(u+2d)t},$$
$$p_\pm(t)=\tfrac12\left[1-p_0(t)\pm M(t)\right].$$

The last line follows by adding and subtracting $p_++p_-=1-p_0$ and $p_+-p_-=M$. The relaxation modes, written as $(p_+,p_0,p_-)$, are $(1,0,-1)$ with rate $u$ and $(1,-2,1)$ with rate $u+2d$. The second is even under exchange of the wells and carries no magnetization.

### 3. The relaxation rate and its meaning

The magnetization relaxation rate is

$$\boxed{\Gamma_M=u=\frac{\gamma_0}{e^{D/k_BT}-1}}$$

It equals the thermal excitation rate out of one ground state, whichever is chosen. Within this master equation the equality holds at every $T>0$ and for every initial distribution; it does not require $k_BT\ll D$. A spin leaving $|+\rangle$ removes one unit from $M$ at once, because $|0\rangle$ has no magnetization. Its later decay adds $+1$ or $-1$ with equal probability, hence nothing on average.

This is consistent with half of the excitations being unsuccessful. When $u\ll d$, the stay in $|0\rangle$ is short and the spin reverses at rate $u/2$ in each direction. Each reversal changes its contribution to $M$ by 2, so $\dot M=-2(u/2)M=-uM$.

The mean time to reach the opposite well for the first time is a different quantity. Let $\tau_+$ and $\tau_0$ be the mean times to reach $|-\rangle$ from $|+\rangle$ and from $|0\rangle$. The mean wait in $|+\rangle$ is $1/u$. In $|0\rangle$ it is $1/(2d)$, after which half of the spins are back in $|+\rangle$:

$$\tau_+=\frac1u+\tau_0,\qquad \tau_0=\frac1{2d}+\frac12\tau_+ .$$

Substitution gives $\tfrac12\tau_+=1/u+1/(2d)$, or $\tau_+=2/u+1/d$. In the cold limit this is twice the magnetization lifetime $1/u$.

There are two temperature limits. For $k_BT\ll D$ the $1$ in the denominator is negligible and $u\simeq\gamma_0e^{-D/k_BT}$, the Arrhenius law. Its ratio to the full rate is

$$\frac{\gamma_0e^{-D/k_BT}}{u}=1-e^{-D/k_BT},$$

so the Arrhenius form is always too small. For $k_BT\gg D$, $e^{D/k_BT}-1\simeq D/k_BT$ and $u\simeq\gamma_0k_BT/D$, linear in temperature. Solving $u=1/\tau$ for $T$ gives the temperature at which this process alone allows a lifetime $\tau$:

$$T=\frac{D/k_B}{\ln(1+\gamma_0\tau)} .$$

### 4. Tunneling and a longitudinal field

Add the rhombic term $E(S_x^2-S_y^2)=\tfrac E2(S_+^2+S_-^2)$. Since $S_+^2|-\rangle=2|+\rangle$, it couples $|+\rangle$ and $|-\rangle$ with matrix element $E$, and it gives zero on $|0\rangle$. Take $E>0$, small enough compared with $D$ and $k_BT$ to leave the phonon rates unchanged. The commutator $-(i/\hbar)[H,\sigma]$ adds $-(2E/\hbar)\,{\rm Im}\,c$ to $\dot p_+$, the opposite to $\dot p_-$, and $(iE/\hbar)M$ to $\dot c$. With $y=2\,{\rm Im}\,c$ and $\Omega=2E/\hbar$,

$$\dot M=-uM-\Omega y,\qquad \dot y=-uy+\Omega M .$$

Both components are damped at the same rate, so the motion is a rotation multiplied by a decay. For $y(0)=0$,

$$M(t)=M(0)e^{-ut}\cos\Omega t .$$

The purely exponential law thus requires $2E/\hbar\ll u$. This is far more severe than $E\ll D$, because $\hbar u$ is tiny.

A longitudinal field can restore the memory. Let it shift $|\pm\rangle$ to $-D\mp b$, with $b=g\mu_BB$. Apart from a constant, the doublet Hamiltonian is

$$h=\begin{pmatrix}-b&E\\E&b\end{pmatrix}.$$

Its eigenstates have magnetizations $\pm\cos\theta$, where $\cos^2\theta=b^2/(b^2+E^2)$. A spin prepared in $|+\rangle$ occupies them with probabilities $(1\pm\cos\theta)/2$. After averaging over the fast oscillation, still before phonon relaxation, its magnetization is

$$\frac{1+\cos\theta}2\cos\theta-\frac{1-\cos\theta}2\cos\theta=\cos^2\theta .$$

The loss is $E^2/(b^2+E^2)$, small when $b\gg E$.

The field also makes the two excitation energies $D\pm b$ unequal, so the return flow no longer cancels and $M$ is not a single exponential. Reversing $b$ merely exchanges the two wells. The slow relaxation rate is thus even in $b$, and its change starts at order $b^2$. The final state has a small magnetization instead of zero.

### 5. Numbers

The parameters are rough values in the regime of a threefold-symmetric nickel(II) complex with an easy axis. The barrier is 10 K, or 0.862 meV, and $\Delta=1.309\times10^{12}$ s⁻¹. Writing $D=\hbar\Delta$ in the formula for $\gamma_0$,

$$\gamma_0=\frac{\hbar\Delta^5}{12\pi\rho v^5}=\frac{(1.055\times10^{-34})(1.309\times10^{12})^5}{12\pi(1500)(1500)^5}\ {\rm s^{-1}}\approx9.4\times10^5\ {\rm s^{-1}} .$$

At 2 K, $D/k_BT=5$ and $n=1/(e^5-1)=0.00678$. The rates are $u=6.41\times10^3$ s⁻¹ and $d=9.51\times10^5$ s⁻¹, so the magnetization lifetime is

$$\frac1u=0.156\ {\rm ms}.$$

The other mode relaxes in $1/(u+2d)=0.52$ µs. Starting from $|+\rangle$, the upper level has reached $p_0=0.00286$ after 1 µs, close to its final 0.00336, while $M$ is still 0.994. At 0.1 ms, $M=0.527$. At $t=1/u$ it is 0.368, although $p_+$ is still 0.682: complete loss of memory means $p_+\approx p_-\approx\tfrac12$, not an empty initial well. The mean first arrival in the opposite well takes 0.313 ms, twice the lifetime plus about 1 µs.

With all other parameters fixed, the lifetime is 23 ms at 1 K and 0.012 ms at 4 K. The Arrhenius rate is 0.7% below the full rate at 2 K, 8% below at 4 K and 37% below at 10 K.

**Tunneling.** A rotation by $120^\circ$ about the axis multiplies $S_\pm^2$ by a phase different from 1, so threefold symmetry forbids $E$. Suppose that strain leaves $E/k_B=1$ mK. Then $2E/\hbar=2.6\times10^8$ s⁻¹, about $4\times10^4$ times $u$. In zero field the magnetization would oscillate on a scale of $\hbar/2E\approx4$ ns, under an envelope that decays in 0.156 ms. Even $E/k_B=24$ nK makes $2E/\hbar$ equal to $u$.

A field of 20 mT with $g=2.2$ gives $b/k_B=29.6$ mK. The averaged loss is then $1^2/(1^2+29.6^2)=0.11\%$. This relies on the very small assumed ratio $E/D=10^{-4}$: a distorted site with $E/k_B=0.1$ K would lose 92% in the same field. The slow phonon rate changes by only 0.006%, and the equilibrium magnetization becomes 0.015.

**Direct transitions.** The field opens a gap $2b$ between the ground states. Strain that distorts the $xy$ plane can drive transitions across it, a coupling absent from the rotational model when $E=0$. With $E/k_B=1$ mK, a rotation about the axis turns the rhombic term and does connect the two states, but only at about $5\times10^{-7}$ s⁻¹. If its strength is taken to be comparable to $D$, the $\omega^3$ law gives a spontaneous rate of order $\gamma_0(2b/D)^3$. Numerical factors from the average over strain directions are dropped here; they can raise the rate about fivefold. Upward and downward transitions together relax $M$ at this rate times $2n(2b)+1=\coth(b/k_BT)$:

$$\Gamma_{\rm dir}\sim\gamma_0\left(\frac{2b}{D}\right)^3\coth\frac{b}{k_BT}\approx13\ {\rm s^{-1}}\quad(2\ {\rm K}),$$

which is 0.2% of $u$.

**Two-phonon scattering.** A spin can absorb one phonon and emit another of the same frequency $\omega$, passing virtually through $|0\rangle$. Let $P$ be the product of the two matrix elements of $V$, the same for either order. The two orders have energy denominators $\hbar\omega-D$ and $-\hbar\omega-D$. The second-order tilt $-D(\delta\mathbf n\cdot\mathbf S)^2$, where $\delta\mathbf n=\mathbf n-\hat z$, contributes $2P/D$. The total amplitude is

$$P\left[\frac{2D}{(\hbar\omega)^2-D^2}+\frac2D\right]=\frac P\hbar\,F,\qquad F=\frac{2\omega^2}{\Delta(\omega^2-\Delta^2)} .$$

It vanishes for slow tilts, which the spin follows without changing wells. Expressing the squared matrix elements through $\gamma(\omega)=\gamma_0(\omega/\Delta)^3$, the golden rule gives the reversal rate

$$W=\frac1{2\pi}\int\gamma(\omega)^2\,n(\omega)[n(\omega)+1]\,F^2\,d\omega,$$

and $M$ decays at $2W$. The window $\Delta/2<\omega<3\Delta/2$ is omitted because the resonance there is the real excitation already counted. The estimate is $2W\approx6\times10^{-3}$ s⁻¹ at 2 K, a fraction $10^{-6}$ of $u$. It depends on the chosen window: reducing the half-width from $0.5\Delta$ to $0.1\Delta$ raises it to $3\times10^{-2}$ s⁻¹, which is still negligible. This estimate covers only long-wavelength acoustic rotations; scattering through optical or molecular vibrations of a real crystal lies outside the model.

**A one-second memory.** The thermal process alone allows $\tau=1$ s at

$$T=\frac{10\ {\rm K}}{\ln(1+9.446\times10^5)}=0.73\ {\rm K}.$$

With the 20 mT field kept on, however, the direct-rate estimate there is 4.8 s⁻¹. Adding it to $u=1$ s⁻¹ gives 5.8 s⁻¹, a lifetime of about 0.17 s; with the fivefold angular factor restored, the total is about 24 s⁻¹ and the lifetime 0.04 s. Two-phonon scattering remains negligible, below $10^{-5}$ s⁻¹ for window half-widths between $0.1\Delta$ and $0.5\Delta$. Under these coupling assumptions, the 20 mT field that suppresses tunneling also limits the cold memory. A weaker field is a compromise: for $b\ll k_BT$ the direct rate falls as $b^2$, while the mixing loss grows. At 5 mT the same estimate gives 0.30 s⁻¹, with a mixing loss of 1.8%. With the angular factor it becomes about 1.5 s⁻¹, still larger than $u$, so these direct rates are order-of-magnitude values.

For a real nickel(II) crystal, $\gamma_0$ is only the rotational contribution to the decay rate. Strains can also connect $|0\rangle$ with the ground states, by adding terms in $A_x$ and $A_y$ to $H$. If their coupling energy per unit strain is several times $D$, they dominate and can shorten the lifetime more than tenfold. The rotational part itself varies as $v^{-5}$: a sound speed 20% lower, at fixed $D$ and $\rho$, triples it. Zero tunneling is another delicate assumption: for an isolated spin, the assumed 1 mK changes the zero-field time scale from 0.156 ms to nanoseconds. In a concentrated crystal the dipolar fields of neighboring spins can give $b/k_B$ of order 10 mK even without an applied field, which suppresses most of this oscillation. The field values used above therefore mean the total field at the spin. The same dipolar coupling can also turn $|0\rangle|+\rangle$ on two neighboring sites into $|-\rangle|0\rangle$, which has the same energy in zero field. If the barriers of neighboring spins are nearly equal, one thermal excitation can then reverse several spins, and $M$ relaxes faster than $u$. In addition, the few phonons resonant with $D$ may not stay in equilibrium when many spins exchange energy with them. The rates found here therefore describe dilute spins in contact with equilibrium phonons. With the bias field on, the thermal result for 2 K stands within this single-spin model, but 0.156 ms is far too short for storage without continual refreshing. The numerical output lists the main values used here.

## Table of computed values

```
barrier D/kB = 10.0 K = 0.8617 meV
temperature = 2.0 K
density = 1.5 g/cm3
transverse sound speed = 1.5 km/s
phonon angular frequency D/hbar = 1.3092e+12 1/s
phonon wavelength = 7.20 nm
spontaneous rate gamma0 = 9.4457e+05 1/s
Bose occupation n = 0.006784
excitation rate u = 6.4076e+03 1/s
decay rate d into each ground state = 9.5098e+05 1/s
magnetization lifetime 1/u = 0.1561 ms
fast rate u+2d = 1.9084e+06 1/s
fast time 1/(u+2d) = 0.5240 us
equilibrium population of m=0 = 0.003358
mean first arrival at m=-1 = 0.3132 ms
start in m=+1; populations from numerical propagation:
 t = 0.0010 ms: p+ = 0.99538, p0 = 0.00286, p- = 0.00176, M = 0.99361
 t = 0.1000 ms: p+ = 0.76177, p0 = 0.00336, p- = 0.23488, M = 0.52689
 t = 0.1561 ms: p+ = 0.68226, p0 = 0.00336, p- = 0.31438, M = 0.36788
 t = 1.0000 ms: p+ = 0.49915, p0 = 0.00336, p- = 0.49750, M = 0.00165
temperature table (Arrhenius = gamma0 exp(-D/kBT)):
 T = 1 K: u = 4.2885e+01 1/s, 1/u = 2.3318e+01 ms, Arrhenius/u = 0.99995
 T = 2 K: u = 6.4076e+03 1/s, 1/u = 1.5606e-01 ms, Arrhenius/u = 0.99326
 T = 4 K: u = 8.4468e+04 1/s, 1/u = 1.1839e-02 ms, Arrhenius/u = 0.91792
 T = 10 K: u = 5.4972e+05 1/s, 1/u = 1.8191e-03 ms, Arrhenius/u = 0.63212
assumed residual E/kB = 1.0 mK
tunnel angular frequency 2E/hbar = 2.618e+08 1/s
2E/hbar divided by u = 4.086e+04
E/kB at which 2E/hbar = u: 24.47 nK
bias field = 20 mT, g factor = 2.2
Zeeman energy b/kB = 29.56 mK
time-averaged loss of M by mixing = 0.114 %
relative change of slow rate by field = 0.0058 %
equilibrium M in the field = 0.01473
direct strain rate at 2.0 K = 1.320e+01 1/s
direct strain rate / u = 2.060e-03
two-phonon rate at 2.0 K = 6.331e-03 1/s
two-phonon rate / u = 9.880e-07
temperature for 1/u = 1 s: 0.7268 K
direct strain rate there = 4.800e+00 1/s
two-phonon rate there = 1.331e-07 1/s
```
